# When an Acid–Base Neutralization Front Stays Stationary, part 2

During the bake of a chemically amplified resist, acid diffuses against base, the quencher, and they neutralize each other one-to-one. We ask what holds their meeting plane, the front $x_f(t)$, still, and how far it moves otherwise.

Lengths are in nm and times in s. Acid has number density $a(x,t)$ and diffusivity $D_a$, base $b(x,t)$ and $D_b$. Initially there is a sharp step: $a=a_0$, the net acid density, at $x<0$, and $b=b_0$ at $x>0$. Subscripts $x$ and $t$ denote derivatives. With $R$ the number of neutralizations per volume and time,

$$a_t=D_a a_{xx}-R,\qquad b_t=D_b b_{xx}-R, \tag{2}$$

For an instantaneous reaction, acid and base never coexist, and $m=a-b$ obeys

$$m_t=\varphi_{xx},\qquad \varphi(m)=\begin{cases}D_a m,& m>0\\ D_b m,& m<0.\end{cases} \tag{4}$$

Both densities vanish at the front, where the opposing fluxes have the same value $J$, the number of neutralizations per area and time. In a deep medium the front is stationary if and only if

$$a_0\sqrt{D_a}=b_0\sqrt{D_b}. \tag{10}$$

With closed walls at $x=-L_a$ and $x=L_b$, a stationary front also requires

$$\frac{L_a}{\sqrt{D_a}}=\frac{L_b}{\sqrt{D_b}}. \tag{19}$$

In a deep medium the front generally follows

$$x_f=2\alpha\sqrt t, \tag{21}$$

with $\alpha$ constant, positive when the front enters the base. With $\operatorname{erfcx}(z)=e^{z^2}\operatorname{erfc}(z)$, the flux balance is

$$\frac{a_0\sqrt{D_a}}{\operatorname{erfcx}(-\alpha/\sqrt{D_a})}=\frac{b_0\sqrt{D_b}}{\operatorname{erfcx}(\alpha/\sqrt{D_b})}. \tag{26}$$

The balanced example has $a_0=0.10$ and $b_0=0.05\ \mathrm{nm^{-3}}$, $D_a=0.25$ and $D_b=1.0\ \mathrm{nm^2/s}$, and a bake of 60 s, at whose end $J=0.0036\ \mathrm{nm^{-2}\,s^{-1}}$. Two departures from it were computed. With the initial step blurred by a Gaussian of standard deviation $\sigma=4$ nm, the front starts at 1.7 nm and is at 0.18 nm after 60 s. With layers of 8 nm on each side, it moves into the base by 0.68 nm at 40 s and 2.0 nm at 60 s, when 4.6% of the base remains.

**One root, and its sign.** Substitute $u=z+s$ in the definition $\operatorname{erfc}(z)=(2/\sqrt\pi)\int_z^\infty e^{-u^2}du$. The factor $e^{-z^2}$ that appears cancels $e^{z^2}$, leaving

$$\operatorname{erfcx}(z)=\frac{2}{\sqrt\pi}\int_0^\infty e^{-s^2-2zs}\,ds. \tag{27}$$

For every $s>0$ the integrand decreases as $z$ grows, so erfcx decreases strictly, from infinity at $z\to-\infty$ to zero at $z\to+\infty$. As $\alpha$ rises, the left side of (26) therefore falls from infinity to zero, while the right side rises from zero to infinity. They cross once. At $\alpha=0$ they equal $a_0\sqrt{D_a}$ and $b_0\sqrt{D_b}$, because $\operatorname{erfcx}(0)=1$. If the acid's value is the larger, the crossing lies at positive $\alpha$. The front moves into the side with the smaller product of concentration and root diffusivity.

Motion helps the weaker side. A front that advances into the base meets base that has not yet been depleted, which steepens the base gradient, and it leaves the acid farther behind, which flattens the acid gradient. The root $\alpha$ is the speed constant at which the two fluxes become equal.

**Two limits.** If $D_a=D_b=D$, put $z=\alpha/\sqrt D$. The exponentials in (26) cancel, giving $a_0\operatorname{erfc}(z)=b_0\operatorname{erfc}(-z)$. With $\operatorname{erfc}(-z)=2-\operatorname{erfc}(z)$,

$$\operatorname{erfc}\frac{\alpha}{\sqrt D}=\frac{2b_0}{a_0+b_0}, \tag{28}$$

so equal concentrations hold the front still when the diffusivities are equal.

If the base is immobile, $D_b\to0$ at fixed $b_0$, the argument $\alpha/\sqrt{D_b}$ becomes large. Then (27) gives $\operatorname{erfcx}(z)\approx1/(z\sqrt\pi)$, because $e^{-s^2}$ is close to 1 over the short range of $s$ that contributes. The right side of (26) tends to $\sqrt\pi\,b_0\alpha$, and $\alpha$ must be positive. A fixed quencher of finite density slows the acid but cannot stop it in this model.

**The two mistaken balances.** Keep the acid and both diffusivities of the example and change only $b_0$. Equal concentrations mean $b_0=0.10\ \mathrm{nm^{-3}}$, and (26) gives $\alpha=-0.217\ \mathrm{nm\,s^{-1/2}}$. After 60 s,

$$x_f=2\times(-0.2174)\times\sqrt{60}=-3.37\ \mathrm{nm}. \tag{29}$$

Equal products of concentration and diffusivity mean $b_0=0.025\ \mathrm{nm^{-3}}$, for which $\alpha=0.191\ \mathrm{nm\,s^{-1/2}}$ and $x_f=2\times0.1910\times\sqrt{60}=2.96$ nm. The numerical solution of (4), with no front condition, gives $-3.37$ and $2.96$ nm. Its fronts at 15 s also passed a test of the square-root law: each lay within 0.05 nm of half the displacement that (26) predicts for 60 s.

**Sensitivity near balance.** Define the supply ratio

$$\rho=\frac{a_0\sqrt{D_a}}{b_0\sqrt{D_b}}. \tag{30}$$

The logarithm of (26) is

$$\ln\rho=\ln\operatorname{erfcx}\!\left(-\frac{\alpha}{\sqrt{D_a}}\right)-\ln\operatorname{erfcx}\!\left(\frac{\alpha}{\sqrt{D_b}}\right). \tag{31}$$

For small $z$, $\operatorname{erfc}(z)\approx1-2z/\sqrt\pi$ and $e^{z^2}\approx1$, so $\ln\operatorname{erfcx}(z)\approx-2z/\sqrt\pi$. To first order the two terms add:

$$\ln\rho\approx\frac{2\alpha}{\sqrt\pi}\left(\frac1{\sqrt{D_a}}+\frac1{\sqrt{D_b}}\right). \tag{32}$$

Solving for $\alpha$ and using (21),

$$x_f\approx\sqrt{\pi t}\;\frac{\sqrt{D_aD_b}}{\sqrt{D_a}+\sqrt{D_b}}\;\ln\rho. \tag{33}$$

This requires $|\alpha|$ to be small compared with both $\sqrt{D_a}$ and $\sqrt{D_b}$. In the example the factor multiplying $\ln\rho$ is $\sqrt{60\pi}\times0.5/1.5=4.58$ nm. Ten percent more net acid, with everything else fixed, gives $4.58\times\ln1.1=0.44$ nm, while the full condition (26) gives 0.43 nm. A modest imbalance thus moves the front by a small fraction of the diffusion lengths $\sqrt{2Dt}$, which are 5.5 nm for the acid and 11 nm for the base.

**A finite reaction rate.** Real molecules must find each other. Let $R=kab$. For a diffusion-limited reaction, hold one molecule at the origin and let the others diffuse relative to it with $D=D_a+D_b$. The steady density around a capture sphere of radius $r_c$ is $c_\infty(1-r_c/r)$. Its slope at the sphere is $c_\infty/r_c$, so the capture rate is $4\pi r_c^2D\,c_\infty/r_c$ and

$$k=4\pi r_c(D_a+D_b). \tag{34}$$

An assumed radius of 1.0 nm gives $k=4\pi\times1.25=15.7\ \mathrm{nm^3/s}$.

Acid and base now overlap in a zone of some width $w$. If the zone adjusts quickly, the time derivatives in (2) can be dropped inside it. With $u=D_a a$ and $v=D_b b$,

$$u_{xx}=v_{xx}=\frac{k}{D_aD_b}\,uv. \tag{35}$$

The difference $u-v$ has no curvature, so it is a straight line of slope $-J$. Its zero, where $D_a a=D_b b$, is the natural centre of the zone. Within the zone $u$ and $v$ are of order $Jw$, so (35) reads $J/w\sim kJ^2w^2/(D_aD_b)$, and

$$w\sim\left(\frac{D_aD_b}{kJ}\right)^{1/3}. \tag{36}$$

At the end of the bake this is $[0.25/(15.7\times0.00364)]^{1/3}=1.6$ nm. The adjustment time $w^2/D_a$ is about 11 s, which is shorter than the bake but not by a large factor.

Equations (2) with $R=kab$ were also solved numerically without dropping any term. The reaction zone has a root-mean-square width of 2.3 nm, and its centre lies at $-0.14$ nm after 60 s. With $k$ made 20 times larger and all else fixed, the width is 0.83 nm and the centre is at $-0.02$ nm. The widths have the ratio 0.37, and (36) predicts $20^{-1/3}=0.37$. For this example a finite rate turns the sharp front into a zone a few nanometres wide while hardly displacing it.

**Changes in the supplies.** Three further effects act through the supply ratio. The balanced example is the starting point each time.

If acid is lost at an assumed rate of $0.002\ \mathrm{s^{-1}}$, about 11% of undisturbed acid disappears in 60 s. The base gains the advantage, and the numerical front is at $-0.28$ nm.

If the acid's diffusivity is twice the assumed value throughout the bake, $\rho=\sqrt2$ and (26) gives a front at 1.9 nm. This shows the sensitivity to $D_a$ only. Deprotection changes the acid's diffusivity by an amount that varies in space and time, which this constant factor does not model or bound.

If the activation energy for diffusion is 0.3 eV higher for the acid than for the base, an assumed value, the two diffusivities can match the condition at only one temperature. Raising the bake from 373 to 378 K multiplies $D_a/D_b$ by

$$\exp\!\left[\frac{0.3\ \mathrm{eV}}{k_B}\left(\frac1{373\ \mathrm K}-\frac1{378\ \mathrm K}\right)\right]=1.13, \tag{37}$$

where $k_B$ is Boltzmann's constant. With $D_b$ held at its 373 K value, which amounts to giving the base no activation energy, the front ends at 0.29 nm. A rise common to both diffusivities does not alter $\rho$; multiplying both by $c$ acts like a bake $c$ times longer, so for a sharp initial step in a deep medium it multiplies the displacement (21) by $\sqrt c$.

**Counting noise.** The densities are averages over few molecules. As an order-of-magnitude estimate, count the molecules in a cube whose side is the diffusion length of each species. There are $0.10\times5.48^3=16$ acids and $0.05\times10.95^3=66$ bases. If the counts are independent and random, with variance equal to the mean, the relative fluctuation of the supply ratio is

$$\sqrt{\frac1{16.4}+\frac1{65.7}}=0.28. \tag{38}$$

Multiplied by 4.58 nm, this would give 1.3 nm, but the cube is too small. Diffusion weights the initial molecules with a normalized Gaussian $G$ of variance $2Dt$ in each direction, and the relative variance of the resulting density is $\int G^2\,d^3r$ divided by the mean density. The averaging volume is therefore $1/\int G^2\,d^3r=(8\pi Dt)^{3/2}$, which is $(4\pi)^{3/2}\approx45$ times the cube. It holds about 730 acids and 2900 bases, so the relative fluctuation is 0.041 and the excursion of the front of the smoothed profile is about 0.2 nm. If the net acid is the difference of independent counts of generated acid (0.15) and quencher (0.05), its variance doubles and the estimate rises to about 0.25 nm. Both figures treat a local fluctuation as if it were a uniform change of the supply. They give the magnitude only, a few tenths of a nanometre, and may be low by about a third. Individual neutralizations scatter more widely, across the reaction zone found above. Matching the mean supplies does not remove this roughness.

**Comparison with an actual bake.** A bake of about a minute near 100 °C and acid diffusion lengths of several nanometres are roughly typical of chemically amplified resists for extreme-ultraviolet lithography. The densities are rough values for a heavily loaded resist. The quencher is normally present everywhere, so a net acid density of 0.10 corresponds to 0.15 generated and 0.05 neutralized at once, within about $1/(ka_0)=0.6$ s for the rate (34). Ten percent more generated acid is then fifteen percent more net acid, for which (33) gives $4.58\times\ln1.15=0.64$ nm. Photodecomposable quenchers, which the exposure partly destroys, are not described by this uniform base. The fourfold larger diffusivity of the base is an assumption, meant to represent an acid with a bulky anion. Real resists depart from the model in having blurred initial edges, diffusivities that change during the bake, few molecules, and narrow features. For the numbers used here, the blurred front travels 1.5 nm during the bake, from 1.7 to 0.18 nm; an acid diffusivity doubled throughout the bake puts the front at 1.9 nm; and random initial counts roughen it by a few tenths of a nanometre. Layers of 8 nm on each side move it by 0.7 nm within 40 s and by 2.0 nm within 60 s, when the base is nearly exhausted. The front is also not the developed edge: in the balanced model acid acts only at $x<0$, and the edge lies where deprotection reaches the threshold for dissolution.

As a design rule, matching $a_0\sqrt{D_a}$ to $b_0\sqrt{D_b}$ holds the mean front in place when the initial edge is sharp and the layers are deep compared with the diffusion lengths, the diffusivities are steady and other losses are small. Dense line patterns are not deep in this sense: their mirror planes act as the closed walls, so $L_a$ and $L_b$ are half-widths, and 8 nm is less than the base's diffusion length of 11 nm. For such flat, parallel fronts with a sharp initial edge the scaled widths must match as well, as (19) requires. Curved fronts, such as those around holes, are outside the derivation.

## Computed values

```
net acid a0 = 0.100 nm^-3, base b0 = 0.050 nm^-3
Da = 0.25 nm^2/s, Db = 1.00 nm^2/s
bake time = 60 s, temperature = 373 K
a0*sqrt(Da) = 0.0500 nm^-2 s^-1/2
b0*sqrt(Db) = 0.0500 nm^-2 s^-1/2
diffusion length sqrt(2Dt): acid 5.48 nm
diffusion length sqrt(2Dt): base 10.95 nm
balanced, solver front at 3 s = 0.000 nm
balanced, solver front at 15 s = 0.000 nm
balanced, solver front at 60 s = 0.000 nm
flux to front at bake end = 0.00364 nm^-2 s^-1
neutralized per area, formula = 0.4370 nm^-2
neutralized per area, solver = 0.4370 nm^-2
equal conc.: b0 = 0.100 nm^-3, alpha = -0.2174 nm s^-1/2
equal conc.: front formula -3.367 nm, solver -3.368 nm
equal conc.*D: b0 = 0.025 nm^-3, alpha = 0.1910 nm s^-1/2
equal conc.*D: front formula 2.959 nm, solver 2.959 nm
front shift per unit ln(rho) = 4.576 nm
acid +10 percent: front = 0.432 nm
layers 8 nm acid, 16 nm base: front 60 s = -0.000 nm
layers 8 nm acid, 16 nm base: front 240 s = -0.000 nm
layers 8 nm and 8 nm: front 30 s = 0.281 nm
layers 8 nm and 8 nm: front 40 s = 0.679 nm
layers 8 nm and 8 nm: base left at 60 s = 4.63 percent
capture radius = 1.0 nm, rate k = 15.71 nm^3/s
finite k: centre (Da*a=Db*b) = -0.135 nm
finite k: rms reaction width = 2.252 nm
20 times k: centre = -0.019 nm, rms width = 0.832 nm
edge blur sigma = 4.0 nm: front at 0 s = 1.690 nm
edge blur: front at 6 s = 0.754 nm
edge blur: front at 60 s = 0.179 nm
edge blur: front at 960 s = 0.013 nm
acid loss 0.002 s^-1: front at 60 s = -0.276 nm
Da doubled: front at 60 s = 1.934 nm
activation energy acid minus base = 0.3 eV (assumed)
bake 5 K hotter: Da/Db grows by factor 1.1314
bake 5 K hotter: front = 0.293 nm
molecules in diffusion cubes: acid 16.4, base 65.7
counting-noise estimate of front shift = 1.26 nm
```
